# The Epstein zeta function, its functional equation and the jellium Madelung constant, part 2

Unit point charges occupy the sites $R$ of a Bravais lattice $\Lambda$ with one site per cell of volume $V=4\pi r_s^3/3$, neutralised by a rigid uniform background. In Hartree atomic units two unit charges at distance $r$ interact through $1/r$. The static energy per particle is $e=-\alpha/r_s$, where the Madelung constant $\alpha$ depends only on the lattice shape. The problem is to relate $e$ to $Z_\Lambda(1)$, where $Z_\Lambda(s)$ is the analytic continuation of $\sum'|R|^{-s}$, a series that diverges at $s=1$ in $d=3$ dimensions. A prime on a sum omits the zero vector.

The dual lattice $\Lambda^*$ contains the vectors $k$ with $k\cdot R$ an integer for every $R$, and $G=2\pi k$. Define $\theta_\Lambda(t)=\sum_Re^{-\pi tR^2}$, $\xi_\Lambda(s)=\pi^{-s/2}\,\Gamma(s/2)\,Z_\Lambda(s)$ and $I_\Lambda(a,\tau)=\int_\tau^\infty t^{a-1}[\theta_\Lambda(t)-1]\,dt$, with any split point $\tau>0$. The earlier results used here are

$$\pi^{-s/2}\,\Gamma(s/2)\,|R|^{-s}=\int_0^\infty t^{s/2-1}e^{-\pi tR^2}dt.\tag{2}$$

$$\int_{\mathbb R^d}e^{-\pi tx^2-2\pi ik\cdot x}d^dx=t^{-d/2}e^{-\pi k^2/t}.\tag{5}$$

$$\theta_\Lambda(t)=\frac{1}{V\,t^{d/2}}\;\theta_{\Lambda^*}(1/t).\tag{6}$$

$$\xi_\Lambda(s)=I_\Lambda\!\Big(\frac s2,\tau\Big)+\frac1V\,I_{\Lambda^*}\!\Big(\frac{d-s}2,\frac1\tau\Big)+\frac{2\,\tau^{(s-d)/2}}{V(s-d)}-\frac{2\,\tau^{s/2}}{s}.\tag{7}$$

$$Z_\Lambda(0)=-1,\qquad Z_\Lambda(-2n)=0\quad(n=1,2,\dots),\tag{9}$$

$$Z_\Lambda(1)=\xi_\Lambda(1)=\frac{Z_{\Lambda^*}(2)}{\pi V},\qquad Z_\Lambda(-1)=-\frac{16\pi^4}{2\pi^3V}\sum_G{}'\,G^{-4}=-\frac{8\pi}V\sum_G{}'\,G^{-4}.\tag{11}$$

$$\xi_\Lambda(s)=\int_0^\infty t^{s/2-1}\Big[\theta_\Lambda(t)-1-\frac1{V\,t^{d/2}}\Big]dt,\qquad 0<\operatorname{Re}s<d.\tag{12}$$

The bracket in (12) tends to $-1$ at small $t$ and to $-V^{-1}t^{-d/2}$ at large $t$, so the integral converges absolutely at both ends.

In the numerical tests, the triclinic lattice has primitive vectors $(1,0,0)$, $(0.3,0.9,0)$, $(0.2,-0.25,0.8)$ and $V=0.72$. For the body-centred cubic (bcc) lattice, $a$ is the cube side.

## The value at $s=1$ as the energy of jellium

The symbols and results carried over are these. $\Lambda$ is a three-dimensional Bravais lattice with cell volume $V=4\pi r_s^3/3$, dual vectors $k$ and $G=2\pi k$. $Z(s)$ is the continuation of $\sum'|R|^{-s}$ and $\theta(t)=\sum_Re^{-\pi tR^2}$. The Gaussian transform (5) is $t^{-3/2}e^{-\pi k^2/t}$ and the Poisson identity (6) reads $\theta(t)=V^{-1}t^{-3/2}\sum_ke^{-\pi k^2/t}$. Equation (12) at $s=1$ is $Z(1)=\int_0^\infty t^{-1/2}B(t)\,dt$ with $B(t)=\theta(t)-1-V^{-1}t^{-3/2}$. Also $Z(0)=-1$, $Z(-1)=-(8\pi/V)\sum'G^{-4}$, and $Z_{\rm bcc}(1)=-3.63923345/a$.

Analytic continuation is a mathematical rule, and its value has to be tied to an energy defined without it. The model is classical and static: a unit point charge on each site, a rigid background of charge density $-1/V$, Hartree atomic units, and no self-energy of the points. The energy is quadratic in the charges, so electrons in a positive background have the same energy. A first definition screens the interaction, $v_\kappa(r)=e^{-\kappa r}/r$, takes the infinite crystal, and removes the screening last. For $N$ sites $R_i$ with the background filling their cells, a region $\Omega$ of volume $NV$,

$$E=\frac12\sum_{i\ne j}v_\kappa(R_i-R_j)-\frac1V\sum_i\int_\Omega v_\kappa(x-R_i)\,d^3x+\frac1{2V^2}\int_\Omega\!\int_\Omega v_\kappa(x-y)\,d^3x\,d^3y.\tag{14}$$

At fixed $\kappa>0$ the interaction decays exponentially, so for a crystal whose surface layer is a vanishing fraction of the whole, the inner sums and integrals may be extended over all space. With $\hat v=\int v_\kappa d^3x=4\pi\int_0^\infty re^{-\kappa r}dr=4\pi/\kappa^2$, the three terms per particle are $\frac12\sum'v_\kappa(R)$, $-\hat v/V$ and $\frac1{2V^2}V\hat v$. The background–background term cancels half of the point–background term:

$$e_\kappa=\tfrac12M(\kappa),\qquad M(\kappa)=\sum_R{}'\frac{e^{-\kappa R}}R-\frac{4\pi}{V\kappa^2}.\tag{15}$$

The screened potential has a Gaussian representation like (2). Let $J(b)=\int_0^\infty t^{-1/2}e^{-ct-b/t}dt$ with $c>0$. Then $J'=-\int t^{-3/2}e^{-ct-b/t}dt$. The substitution $t=b/(cu)$ exchanges the two exponents and turns $t^{-3/2}|dt|$ into $(c/b)^{1/2}u^{-1/2}du$, so $J'=-\sqrt{c/b}\,J$. With $J(0)=\sqrt{\pi/c}$ the solution is $J=\sqrt{\pi/c}\,e^{-2\sqrt{bc}}$. For $c=\pi r^2$ and $b=\kappa^2/4\pi$ one has $2\sqrt{bc}=\kappa r$, and

$$\frac{e^{-\kappa r}}r=\int_0^\infty t^{-1/2}e^{-\pi tr^2}e^{-b/t}dt,\qquad \frac{4\pi}{\kappa^2}=\frac1b=\int_0^\infty t^{-2}e^{-b/t}dt,\tag{16}$$

the second by $u=1/t$. Summing the first over $R\ne0$, where all terms are positive, and subtracting the second divided by $V$,

$$M(\kappa)=\int_0^\infty t^{-1/2}B(t)\,e^{-b/t}dt.$$

The factor $e^{-b/t}$ lies between zero and one and tends to one at each $t$ as $\kappa\to0$, and $t^{-1/2}|B|$ is integrable, as found for (12). Dominated convergence gives $M(\kappa)\to Z(1)$, so

$$e=\lim_{\kappa\to0}e_\kappa=\tfrac12Z(1)=-\frac{\alpha}{r_s},\qquad \alpha=-\tfrac12\,r_s\,Z(1).\tag{17}$$

The value at $s=1$ is twice the energy per particle; the Madelung constant in hartree is obtained from it by the factor $-r_s/2$.

The approach to the limit can be given in closed form. By (6), $B=-1+V^{-1}t^{-3/2}\sum_k'e^{-\pi k^2/t}$. Insert this in $M-Z(1)=\int t^{-1/2}B\,(e^{-b/t}-1)\,dt$ and put $u=1/t$. The piece from $-1$ is $\int_0^\infty u^{-3/2}(1-e^{-bu})\,du$; integrating by parts with $u^{-3/2}=\partial_u(-2u^{-1/2})$ gives $2b\int u^{-1/2}e^{-bu}du=2\sqrt{\pi b}=\kappa$. Each $k\neq0$ gives $V^{-1}\int_0^\infty e^{-\pi k^2u}(e^{-bu}-1)\,du=V^{-1}[(\pi k^2+b)^{-1}-(\pi k^2)^{-1}]$, and these integrands all have one sign, so they may be summed term by term. With $\pi k^2=G^2/4\pi$,

$$M(\kappa)=Z(1)+\kappa-\frac{4\pi\kappa^2}V\sum_G{}'\frac1{G^2(G^2+\kappa^2)}.\tag{18}$$

For $\kappa$ below the shortest $|G|$ the last term expands in even powers with alternating signs, starting with $-(4\pi/V)\kappa^2\sum'G^{-4}=\frac12\kappa^2Z(-1)$. The first three terms are thus $Z(1)-\kappa Z(0)+\frac12\kappa^2Z(-1)$, which is what the Taylor series of $e^{-\kappa R}/R$ gives when each divergent sum $\sum'R^{n-1}$ is replaced by its continued value; the missing $\kappa^3$ term corresponds to $Z(-2)=0$. As a test, $M(\kappa)$ was summed directly from (15) at seven values of $\kappa$ and matched to a constant, a linear term and even powers up to the tenth, all with free coefficients. For the simple cubic lattice with $V=1$ the constant is $-2.837297$ against $Z(1)=-2.837297479$ from (7), the slope is $1.00000$, and the $\kappa^2$ coefficient is $-0.13330$, equal to $Z(-1)/2$ from the reciprocal sum. At $\kappa=1$ the three terms give $-2.83730+1-0.13330=-1.97060$, while $M=-1.96891$; the remainder $+0.0017$ is positive, as (18) requires, since $1/G^4-1/[G^2(G^2+\kappa^2)]>0$. The bcc, fcc and triclinic lattices pass the same test, with values listed in the numerical output.

A real crystal is finite and unscreened, which is the opposite order of limits. Let the cell $C$ be bounded by a radius $\rho$, of volume $V$, tile space under $\Lambda$, and be symmetric under $x\to-x$ about its site; the Wigner–Seitz cell and the centred parallelepiped qualify. Its charge is the signed measure $\mu=\delta-\chi_C/V$, with $\chi_C$ the indicator function of $C$. It is neutral, has no dipole moment by inversion symmetry, and has total variation 2. The interaction of two cells a lattice vector $R$ apart is

$$W_\kappa(R)=\iint\mu(dx)\,\mu(dy)\,v_\kappa(R+x-y),$$

with the point–point term left out when $R=0$. Splitting $\Omega$ into cells in (14) gives $E=\frac12\sum_{i,j}W_\kappa(R_i-R_j)$, the terms $i=j$ included, for any $\kappa\ge0$. Grouping pairs by their separation,

$$\frac EN=\frac12\sum_Rp_N(R)\,W_\kappa(R),\tag{19}$$

where $p_N(R)$ is the fraction of sites $R_i$ for which $R_i+R$ also belongs to the crystal. It lies between zero and one and tends to one at fixed $R$ when the surface fraction vanishes. For $\kappa>0$ the unweighted sum splits into point–point, two point–background and background–background parts, and tiling turns the cell integrals into integrals over space:

$$\sum_RW_\kappa(R)=\sum_R{}'v_\kappa(R)-\frac{2\hat v}V+\frac{V\hat v}{V^2}=M(\kappa).\tag{20}$$

What is needed is a bound on $W_\kappa$ that is summable and independent of $\kappa$. Taylor's formula with remainder is $h(x)=h(0)+x\cdot\nabla h(0)+\int_0^1(1-\sigma)(x\cdot\nabla)^2h(\sigma x)\,d\sigma$, and $\mu$ annihilates the first two terms. Applying this in $x$ and then in $y$,

$$W_\kappa(R)=\iint\mu(dx)\mu(dy)\int_0^1\!\!\int_0^1(1-\sigma)(1-\sigma')\,(x\cdot\nabla)^2(y\cdot\nabla)^2v_\kappa(R+\sigma x-\sigma'y)\,d\sigma\,d\sigma'.$$

For $|R|\ge4\rho$ the argument has length at least $|R|/2$. Each derivative of $e^{-\kappa r}/r$ either brings down $\kappa$ times a unit-vector component or lowers the power of $r$ by one, so a fourth derivative is a finite sum of terms bounded by a constant times $r^{-5}(\kappa r)^je^{-\kappa r}$ with $j\le4$, and $z^je^{-z}$ is bounded for $z\geq0$. Hence $|W_\kappa(R)|\le C|R|^{-5}$ with $C$ independent of $\kappa\ge0$, which is summable in three dimensions. The finitely many $R$ with $|R|<4\rho$ are bounded because $v_\kappa\le1/r$ is locally integrable, and $W_\kappa(R)\to W_0(R)$ for each $R$. Dominated convergence may now be used twice, for $N\to\infty$ in (19) at $\kappa=0$ and for $\kappa\to0$ in (20):

$$\lim_{N\to\infty}\frac EN=\frac12\sum_RW_0(R)=\frac12\lim_{\kappa\to0}M(\kappa)=\frac12Z(1).\tag{21}$$

The result holds for any Bravais lattice and any such cell, and does not depend on the macroscopic shape. Both properties of $\mu$ were used. If the site is off the centre of its cell there is a dipole, the Taylor argument yields two derivatives and a bound $R^{-3}$, which is not summable, and the proof fails; without neutrality even that bound is lost. The theorem concerns the energy of a given arrangement and does not say which arrangement minimises it.

Equation (21) can be tested with bare Coulomb forces. Take a cube of $L^3$ simple cubic cells with $a=1$. For $R=(n_1,n_2,n_3)$ the weight is $p=\prod_i(1-|n_i|/L)$ when all $|n_i|<L$ and zero otherwise. For a cubic cell and $\kappa=0$ the decay is faster than the general bound. The second moment is $\langle x_ix_j\rangle=\delta_{ij}\langle r^2\rangle/3$, with $\langle\cdot\rangle$ the cell average, so the second-order Taylor term is proportional to the Laplacian, which vanishes on $1/r$ and its derivatives away from the origin; the third-order term vanishes by inversion. Fourth-order remainders in both $x$ and $y$ give eight derivatives and $|W_0|\le CR^{-9}$. Extend the sum in (19) to all $R$ with the polynomial weight: it becomes a cubic polynomial in $1/L$ whose coefficients converge, the worst being $\sum|n_1n_2n_3||W_0|$ with terms of order $R^{-6}$. The added terms have $R\ge L$ and weight at most $8(R/L)^3$, so they total at most of order $L^{-3}\sum_{R\ge L}R^{-6}\sim L^{-6}$. The three parts of (14) were evaluated without any continuation: the pair sum directly, the point–background part from the closed-form potential of a uniform box, checked against quadrature, and the background part as $\frac12cL^5$, where $c=1.8823126444$ is the double integral of $1/r$ over the unit cube and $L^5$ follows from scaling six coordinates and one inverse length. For $L=12,16,20,24$ the values of $E/N$ are $-1.42059856$, $-1.42011576$, $-1.41982459$, $-1.41962986$ in units of $1/a$. A cubic in $1/L$ through four points has at $1/L=0$ the Lagrange weights $\prod_{j\ne i}L_i/(L_i-L_j)$, here $-4.5$, $32$, $-62.5$, $36$, and

$$6.3926935-45.4437043+88.7390369-51.1066750=-1.418649.$$

With unrounded inputs the extrapolation is $-1.4186487$, and $Z(1)/2=-1.4186487$. The deviations from the limit, multiplied by $L$, are $-0.0234$ at $L=12$ and $-0.0235$ at $L=24$, so the surface term in $1/L$ dominates at these sizes.

The potential at a site behaves differently. For $\kappa>0$ the potential at the origin from all other points and the whole background is $\sum'v_\kappa-\hat v/V=M(\kappa)$. Cell by cell it is $\sum_R\varphi_\kappa(R)$, with $\varphi_\kappa(R)=v_\kappa(R)-\langle v_\kappa(R+x)\rangle$ for $R\neq0$ and $\varphi_\kappa(0)=-\langle v_\kappa(x)\rangle$. One factor of $\mu$ is present, so the general uniform bound has two derivatives and is $R^{-3}$, too weak to exchange the limits. For a cell of cubic symmetry the offending term can be isolated. Expanding the average to third order, the odd terms vanish and the second-order term is $\frac12\langle x_ix_j\rangle\partial_i\partial_jv_\kappa=\frac16\langle r^2\rangle\nabla^2v_\kappa$. For $r>0$, $\nabla^2v_\kappa=r^{-1}\partial_r^2(rv_\kappa)=\kappa^2v_\kappa$. So

$\tfrac16\langle r^2\rangle\kappa^2v_\kappa(R)$ is the second-order term of the cell average, and it remains to sum it over the lattice, find the site potential in a finite crystal and evaluate the Madelung constants. The energy per particle is already established as $\tfrac12Z(1)$, both for the screened infinite crystal as $\kappa\to0$ and for the large finite crystal with bare Coulomb forces.

All numerical values are calculated from the stated model.
